\section*{Vacuum polarization shift of hydrogen levels from the contact potential}

\section*{Problem}

An electron of mass $m$ is bound to a point nucleus of charge $Ze$. Units are $\hbar=c=1$, with $\alpha=e^2/4\pi$. The reduced mass is $m_r$, and $a=1/(Z\alpha m_r)$ is the Bohr radius. The electron moves nonrelativistically in $V(r)=-Z\alpha/r$.

At one loop, vacuum polarization multiplies the static Coulomb interaction in momentum space, $-4\pi Z\alpha/q^2$, by $1+F(q)$, where
\begin{equation}
F(q)=\frac{2\alpha}{\pi}\int_0^1 dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{q^2}{m^2}\right].
\label{eq:F}
\end{equation}
This function is the starting point taken from quantum electrodynamics. The charge is normalized to its value at large distance, so $F(0)=0$.

\begin{enumerate}
\item[(a)] Show that for $q\ll m$ the correction is the contact potential
\begin{equation}
\delta V(\mathbf r)=-\frac{4\alpha\,Z\alpha}{15m^2}\,\delta^3(\mathbf r),
\label{eq:contact}
\end{equation}
and explain its sign.
\item[(b)] Find the first-order shift of every $nS$ level.
\item[(c)] Find the shift of the levels with $l\ge1$ in the same approximation.
\item[(d)] Evaluate the shift of the hydrogen $2S$ level in MHz.
\item[(e)] The true correction has a finite range. Find the leading change this makes to the $S$ shifts, and estimate what it does to $2P$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The contact potential}

For $q\ll m$ the logarithm may be expanded, $\ln(1+\epsilon)\simeq\epsilon$. Then
\begin{equation}
F(q)\simeq\frac{2\alpha}{\pi}\frac{q^2}{m^2}\int_0^1dx\,x^2(1-x)^2
=\frac{2\alpha}{\pi}\frac{q^2}{m^2}\left(\frac13-\frac12+\frac15\right)
=\frac{\alpha q^2}{15\pi m^2}.
\end{equation}
The bracket equals $1/30$. Multiplication by the Coulomb interaction cancels $q^2$:
\begin{equation}
\delta\tilde V(q)=-\frac{4\pi Z\alpha}{q^2}\,\frac{\alpha q^2}{15\pi m^2}
=-\frac{4\alpha\,Z\alpha}{15m^2}.
\end{equation}
A constant in momentum space is a delta function in position space, which gives \eqref{eq:contact}.

The sign follows from $F>0$ for $q>0$. Large $q$ probes short distances, where the electron has penetrated part of the polarization cloud and sees more than the charge $Ze$ measured from afar. The attraction is stronger there, so $\delta V$ is negative.

Typical atomic momenta are of order $1/a\sim Z\alpha m$, so the expansion requires $Z\alpha\ll1$. At $q=m$ it is already visibly inaccurate: in units of $\alpha Z\alpha/m^2$ the full $\delta\tilde V$ is $-0.2417$, while the contact value is $-4/15=-0.2667$.

\subsection*{(b) The $nS$ levels}

First-order perturbation theory gives
\begin{equation}
\Delta E=\int d^3r\,|\psi(\mathbf r)|^2\,\delta V(\mathbf r)
=-\frac{4\alpha\,Z\alpha}{15m^2}\,|\psi(0)|^2 .
\label{eq:first}
\end{equation}
The delta function stands for a short-range potential integrated against a slowly varying density. That argument justifies its use here, at first order; it does not cover higher orders.

\paragraph{The density in terms of $\langle1/r^2\rangle$.}
For an $S$ state write $\psi=u(r)/(\sqrt{4\pi}\,r)$, with $u(0)=0$ and $\int_0^\infty u^2dr=1$. Near the origin $u\simeq u'(0)r$, so $|\psi(0)|^2=u'(0)^2/4\pi$. The radial equation is
\begin{equation}
u''=2m_r(V-E)u .
\label{eq:radial}
\end{equation}
Multiplying by $2u'$ gives $(u'^2)'=2m_r(V-E)(u^2)'$. Integrate from $0$ to $\infty$, using integration by parts on the right:
\begin{equation}
-u'(0)^2=2m_r\Big[(V-E)u^2\Big]_0^\infty-2m_r\int_0^\infty V'u^2\,dr .
\end{equation}
The boundary term vanishes at infinity because $u$ decays, and at the origin because $u^2\sim r^2$ while $V\sim1/r$. With $V'=Z\alpha/r^2$,
\begin{equation}
u'(0)^2=2m_rZ\alpha\left\langle\frac1{r^2}\right\rangle=\frac2a\left\langle\frac1{r^2}\right\rangle .
\label{eq:slope}
\end{equation}

\paragraph{The value of $\langle1/r^2\rangle$.}
The radial Hamiltonian for angular momentum $l$ contains the term $l(l+1)/(2m_rr^2)$. Its energies are needed for continuous $l$. Set $E=-\kappa^2/2m_r$ and $u=r^{l+1}e^{-\kappa r}w(r)$. The radial equation becomes
\begin{equation}
r w''+2(l+1-\kappa r)w'+2\big[m_rZ\alpha-\kappa(l+1)\big]w=0 .
\end{equation}
For a polynomial $w$ of degree $n_r$, the coefficient of $r^{n_r}$ must vanish: $-2\kappa n_r+2m_rZ\alpha-2\kappa(l+1)=0$. Hence $\kappa=m_rZ\alpha/(n_r+l+1)$ and
\begin{equation}
E=-\frac{m_r(Z\alpha)^2}{2(n_r+l+1)^2},
\end{equation}
with no need for $l$ to be an integer.

Now differentiate $E=\langle u|H|u\rangle$ with respect to $l$ at fixed $n_r$. The change of the state contributes $E\,d\langle u|u\rangle/dl=0$, since the norm is fixed. (Moving $H$ onto the other factor leaves boundary terms at the origin that vanish like $r$ for $l=0$.) What remains is $dE/dl=\langle\partial H/\partial l\rangle$:
\begin{equation}
\frac{m_r(Z\alpha)^2}{n^3}=\frac{2l+1}{2m_r}\left\langle\frac1{r^2}\right\rangle,
\qquad n=n_r+l+1 .
\end{equation}
Since $m_rZ\alpha=1/a$, setting $l=0$ gives $\langle1/r^2\rangle=2/(n^3a^2)$. Equation \eqref{eq:slope} then yields $u'(0)^2=4/(n^3a^3)$, and
\begin{equation}
|\psi_{nS}(0)|^2=\frac{1}{\pi n^3a^3}=\frac{(Z\alpha m_r)^3}{\pi n^3}.
\label{eq:density}
\end{equation}
For $2S$ this agrees with the explicit function $\psi=(1-r/2a)e^{-r/2a}/\sqrt{8\pi a^3}$, whose density at the origin is $1/(8\pi a^3)$.

\paragraph{The shift.}
Inserting \eqref{eq:density} into \eqref{eq:first},
\begin{equation}
\boxed{\;\Delta E(nS)=-\frac{4\alpha(Z\alpha)^4m}{15\pi n^3}\left(\frac{m_r}{m}\right)^3\;}
\label{eq:result}
\end{equation}
One factor $Z\alpha$ comes from the potential and three from the density. The $m^2$ in the denominator belongs to the electron in the loop and remains the full electron mass; the reduced mass enters through the atomic wave function.

\subsection*{(c) The levels with $l\ge1$}

For angular momentum $l$ the wave function behaves as $r^l$ near the origin. When $l\ge1$ it vanishes there, and \eqref{eq:first} gives
\begin{equation}
\Delta E(l\ge1)=0\qquad\text{at order }\alpha(Z\alpha)^4 .
\end{equation}
This is a statement about the order considered. Part (e) shows that a much smaller shift survives.

\subsection*{(d) Hydrogen $2S$}

To obtain a frequency, divide the energy by Planck's constant $h$, which replaces $m$ by $mc^2/h$. For $Z=1$ the scale is $\alpha^5mc^2/h=2556.825$ MHz. With $n=2$ the numerical factor is $4/(15\pi\cdot8)=1/(30\pi)$, so
\begin{equation}
\frac{\Delta E(2S)}{h}=-\frac{2556.825\ \text{MHz}}{30\pi}\times0.998368
=-27.129\ \text{MHz}\times0.998368=-27.08\ \text{MHz}.
\end{equation}
The last factor is $(m_r/m)^3$. In energy units the shift is $-1.120\times10^{-7}$ eV.

The $2P$ levels do not move at this order, so this contribution by itself places $2S$ about $27$ MHz below $2P$. The $1/n^3$ law gives $-216.7$ MHz for $1S$ and $-8.03$ MHz for $3S$. These are vacuum polarization contributions alone; the electron self-energy, higher loops and the size of the nucleus are not included.

\subsection*{(e) The finite range}

\paragraph{The potential in position space.}
In \eqref{eq:F} put $x=(1-v)/2$, so that $x(1-x)=(1-v^2)/4$. The integrand is even in $v$, and $\int_0^1dx$ becomes $\int_0^1dv$:
\begin{equation}
F=\frac{\alpha}{2\pi}\int_0^1dv\,(1-v^2)\ln\!\left[1+\frac{(1-v^2)q^2}{4m^2}\right].
\end{equation}
Integrate by parts with $v-v^3/3$ as the antiderivative of $1-v^2$. The boundary terms vanish: the antiderivative is zero at $v=0$, the logarithm at $v=1$. Therefore
\begin{equation}
F=\frac{\alpha q^2}{\pi}\int_0^1dv\,\frac{v^2(1-v^2/3)}{4m^2+(1-v^2)q^2}.
\end{equation}
Next set $t=1/\sqrt{1-v^2}$. Then
\begin{equation}
v^2=\frac{t^2-1}{t^2},\qquad
1-\frac{v^2}{3}=\frac23\left(1+\frac1{2t^2}\right),\qquad
dv=\frac{dt}{t^2\sqrt{t^2-1}},
\end{equation}
and the denominator is $(q^2+4m^2t^2)/t^2$. Collecting factors,
\begin{equation}
F=\frac{2\alpha q^2}{3\pi}\int_1^\infty dt\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}\,\frac1{q^2+4m^2t^2}.
\end{equation}
Multiply by $-4\pi Z\alpha/q^2$. Since $4\pi/(q^2+M^2)$ is the transform of $e^{-Mr}/r$, the correction is the Uehling potential
\begin{equation}
V_U(r)=-\frac{2\alpha\,Z\alpha}{3\pi r}\int_1^\infty dt\,e^{-2mrt}\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}.
\end{equation}
Its range is set by the Compton wavelength $1/m$, not by the size of the atom.

\paragraph{Its moments.}
Define $M_p=\int d^3r\,r^pV_U$. The radial integral is $\int_0^\infty r^{p+1}e^{-2mrt}dr=(p+1)!/(2mt)^{p+2}$, hence
\begin{equation}
M_p=-\frac{8\alpha\,Z\alpha}{3}\,\frac{(p+1)!}{(2m)^{p+2}}\left(S_p+\tfrac12S_{p+2}\right),
\qquad S_p=\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^{p+4}} .
\end{equation}
The substitution $t=1/\cos\theta$ gives $S_p=\int_0^{\pi/2}\sin^2\theta\cos^{p+1}\theta\,d\theta$, so
\begin{equation}
S_0=\frac13,\quad S_1=\frac{\pi}{16},\quad S_2=\frac2{15},\quad S_3=\frac{\pi}{32},\quad S_4=\frac8{105}.
\end{equation}
The combinations $S_p+\frac12S_{p+2}$ for $p=0,1,2$ are $2/5$, $5\pi/64$ and $6/35$. Thus
\begin{equation}
M_0=-\frac{4\alpha\,Z\alpha}{15m^2},\qquad
M_1=-\frac{5\pi\,\alpha\,Z\alpha}{96m^3},\qquad
M_2=-\frac{6\alpha\,Z\alpha}{35m^4}.
\end{equation}
$M_0$ reproduces the strength of the contact potential. The mean radius weighted by $V_U$ is $M_1/M_0=25\pi/(128m)=236.9$ fm, compared with $a=52946.5$ fm.

\paragraph{The $S$ levels.}
Insert $u=u'(0)(r+cr^2+\dots)$ into \eqref{eq:radial}. At $r\to0$ the left side is $2c\,u'(0)$ and the right side is $-2m_rZ\alpha\,u'(0)$, so $c=-1/a$ for every $n$. The density therefore starts as $|\psi(0)|^2(1-2r/a)$, and
\begin{equation}
\Delta E\simeq|\psi(0)|^2\left(M_0-\frac2aM_1\right)
=\Delta E_{\text{contact}}\left(1-\frac{25\pi}{64}\,Z\alpha\,\frac{m_r}{m}\right).
\end{equation}
For hydrogen the factor is $1-2(236.9/52946.5)=0.99105$. The electron density falls away from the nucleus, so the contact form overestimates the size of the shift, by about $0.9\%$. For $2S$ the corrected value is $-27.08\times0.99105=-26.84$ MHz. Numerical integration of the full Uehling potential with the Schr\"odinger wave function also gives $-26.84$ MHz. The last digit is nonrelativistic: Dirac wave functions add terms of relative order $(Z\alpha)^2\ln(Z\alpha)$, which move the value by about $0.01$ MHz, to $-26.85$ MHz.

The expansion needs $1/m\ll a$. It fails if the electron is replaced by a muon, roughly 200 times heavier: the orbit shrinks to about the Compton wavelength of the electron in the loop, and the full $V_U$ must be used.

\paragraph{The $2P$ level.}
The radial function is $R_{21}=r\,e^{-r/2a}/(\sqrt{24}\,a^{5/2})$. Because $V_U$ is spherical, the angular average of the density suffices. It is $R_{21}^2/4\pi\simeq r^2/(96\pi a^5)$ for $r\ll a$, which gives
\begin{equation}
\Delta E(2P)\simeq\frac{M_2}{96\pi a^5}
=-\frac{6\alpha\,Z\alpha}{35m^4}\,\frac{(Z\alpha m_r)^5}{96\pi}
=-\frac{\alpha(Z\alpha)^6m}{560\pi}\left(\frac{m_r}{m}\right)^5 .
\end{equation}
For hydrogen this is $-77$ Hz. The full integral gives $-76$ Hz, slightly smaller in size because the neglected factor $e^{-r/a}$ is less than one. The ratio to the $2S$ shift is about $3\times10^{-6}$.

For $2P_{1/2}$ this is an estimate of scale, not the complete shift at order $\alpha(Z\alpha)^6$. Relativistic wave functions have small components $\boldsymbol\sigma\cdot\mathbf p\,\psi/2m$. Near the origin a $P$ wave function is linear in $\mathbf r$, so this is a constant spinor, which has $j=1/2$. Since $\boldsymbol\sigma\cdot\mathbf p$ conserves $j$, the constant vanishes for $2P_{3/2}$, while for $2P_{1/2}$ it is of size $|\nabla\psi|/2m$. Take the nucleus as fixed, $m_r=m$. For $2P_{1/2}$ the radial factor of $\boldsymbol\sigma\cdot\mathbf p\,\psi$ has size $R_{21}'+2R_{21}/r$, which tends to $3/(\sqrt{24}\,a^{5/2})$ at the origin, and its angular spinor is that of an $S$ state. The density of the small component there is $\frac{1}{4\pi}\,\frac{1}{4m^2}\,\frac{9}{24a^5}=3/(128\pi m^2a^5)$. The contact potential acting on it contributes $-\alpha(Z\alpha)^6m/(160\pi)$, the same order as the result above and $7/2$ times as large. The shift of $2P_{1/2}$ is therefore about $9/2$ times the value above, near $-350$ Hz in hydrogen, while the $-77$ Hz estimate and the ratio $3\times10^{-6}$ apply to $2P_{3/2}$.

The numerical check checks numerically the origin densities, the moments of $V_U$ and the level shifts obtained with Schr\"odinger wave functions. It does not compute the small-component contribution to $2P_{1/2}$.

\section*{Table of computed values}
\begin{verbatim}
fine-structure constant alpha        = 0.007297353
1/alpha                              = 137.035999
reduced mass ratio m_r/m             = 0.99945568
(m_r/m)^3                            = 0.998368
m c^2/h                              = 1.235590e+14 MHz
alpha^5 m c^2/h                      = 2556.825 MHz
reduced Compton wavelength 1/m       = 386.159 fm
Bohr radius a (reduced mass)         = 52946.5 fm
Uehling potential, in units of alpha*Z*alpha and m:
  volume integral (numerical)        = -0.26666667 /m^2
  -4/15                              = -0.26666667 /m^2
  Fourier transform at q = m         = -0.241718 /m^2
  mean radius                        = 0.613592 /m
  mean radius                        = 236.9 fm
  second moment                      = -0.171429 /m^4
Origin density |psi(0)|^2 in 1/a^3, grid solution and formula:
  1S: grid 0.318231, formula 0.318310
  2S: grid 0.039783, formula 0.039789
  3S: grid 0.011788, formula 0.011789
2S contact shift, infinite nucleus   = -27.129 MHz
Shifts with reduced mass, contact form and full Uehling:
  1S: contact -216.676 MHz, full -214.751 MHz
  2S: contact -27.084 MHz, full -26.844 MHz
  3S: contact -8.025 MHz, full -7.954 MHz
2S contact shift                     = -1.1201e-07 eV
finite-range factor, formula         = 0.991050
full/contact for 2S                  = 0.991109
2P full Uehling, Schrodinger         = -76.34 Hz
2P leading formula                   = -77.18 Hz
ratio 2P/2S (full Uehling)           = 2.844e-06
\end{verbatim}
